# Quadratic Ferromagnetic Magnon Resistivity and the Temperature Window Where It Holds

A narrow line made of a ferromagnetic metal is cooled. Its lattice vibrations and its spin waves both fade, but the spin waves, having energies proportional to the square of their wavevector, fade more slowly. An electron that absorbs or emits one of these magnons reverses its spin and changes its momentum. How does the resulting resistivity fall with temperature? The answer is a \(T^2\) law, but one with a lower edge. The exchange that scatters the electrons also separates their two Fermi spheres, so the longest magnons cannot flip a spin.

## Model and assumptions

The algebra uses atomic units, \(\hbar=e=m_e=1\), and \(T\) stands for \(k_BT\). There are \(N\) local spins \(S\) in the volume \(V=N\Omega\), pointing up in the ground state. Conduction electrons of band mass \(m\), density \(n\) and spin \(\mathbf s\) couple to them through

\[
H_{\rm ex}=-J\sum_i\mathbf s_i\cdot\mathbf S_i ,\qquad J>0 .
\]

1. Magnons have \(\omega_q=Dq^2\), are few, and stay in equilibrium. Scattering is taken to lowest order in \(J\), without umklapp.
2. The exchange splitting is small beside the Fermi energy \(\varepsilon_F=k_F^2/2m\), and \(Dk_F\) is small beside the Fermi velocity \(v_F=k_F/m\).
3. Both spin species drift with one common velocity.

Assumption 3 is examined after the theorem.

**Theorem.** Let \(\Delta=JS\), \(q_0=m\Delta/k_F\), \(T_0=Dq_0^2\), \(x_0=T_0/T\), and
\[
I_p(x_0)=\int_{x_0}^{\infty}\frac{x^p e^x}{(e^x-1)^2}\,dx .
\]
For \(T\ll Dk_F^2\), to leading order in the small ratios of assumption 2,
\[
\rho=AT^2\,\frac{3}{\pi^2}I_2(x_0),\qquad
A=\frac{m^2J^2S\,\Omega}{144\pi\,n^2D^2}. \tag{1}
\]
Hence \(\rho\to AT^2\) for \(T_0\ll T\ll Dk_F^2\), while \(\rho\) is exponentially small for \(T\ll T_0\).

## Three lemmas

**Lemma 1 (coupling).** An up electron absorbs a magnon and becomes a down electron, with \(|M|^2=J^2S/(2N)\). The down band lies higher by \(\Delta=JS\).

*Proof.* Write \(\mathbf s\cdot\mathbf S=s^zS^z+\tfrac12(s^+S^-+s^-S^+)\). With \(S^z\simeq S\), the first term gives energies \(\mp JS/2\) for up and down, hence the splitting. For few magnons,
\[
S_i^+=\sqrt{\frac{2S}{N}}\sum_q e^{i\mathbf q\cdot\mathbf R_i}a_q,\qquad
s_i^-=\frac1N\sum_{kk'}e^{i(\mathbf k-\mathbf k')\cdot\mathbf R_i}c^\dagger_{k'\downarrow}c_{k\uparrow}.
\]
The sum over sites gives \(N\) when \(\mathbf k'=\mathbf k+\mathbf q\) and zero otherwise. The amplitude is therefore \(M=-(J/2)\sqrt{2S/N}\), whose square is the stated one. The conjugate term describes emission by a down electron. ∎

The Fermi wavevectors obey \(k_{F\uparrow}^2=k_F^2+m\Delta\) and \(k_{F\downarrow}^2=k_F^2-m\Delta\). Their difference is \(2m\Delta/(k_{F\uparrow}+k_{F\downarrow})\simeq m\Delta/k_F=q_0\), and \(n\simeq k_F^3/3\pi^2\).

**Lemma 2 (momentum balance).** Let \(f\) and \(N_q\) be the equilibrium Fermi and Bose functions, and let
\[
P=2\pi|M|^2N_q f(\varepsilon)[1-f(\varepsilon')]\,\delta(\varepsilon'-\varepsilon-\omega_q)
\]
be the equilibrium rate of \(\mathbf k\!\uparrow\,\to\mathbf k'\!\downarrow\), where \(\mathbf k'=\mathbf k+\mathbf q\). Then
\[
\rho=\frac{1}{n^2TV}\sum_{\mathbf k,\mathbf q}P\,q_x^2 . \tag{2}
\]

*Proof.* Write the disturbed occupation as \(f+f(1-f)\Phi_k/T\). The ratio of occupied to empty probability, \(f/(1-f)\), is then multiplied by \(1+\Phi_k/T\). Absorption and emission balance in equilibrium, so to first order the net rate from \(\mathbf k\!\uparrow\) to \(\mathbf k'\!\downarrow\) is \(P(\Phi_k-\Phi_{k'})/T\).

A drift with velocity \(u\) has \(\Phi_k=uk_x\), because \(f(1-f)/T=-\partial f/\partial\varepsilon\) and the disturbed function is then \(f\) displaced by \(mu\) in \(k_x\). The net rate becomes \(-Puq_x/T\). Each transition adds \(q_x\) to the electron momentum, so collisions remove momentum at the rate \((u/TV)\sum Pq_x^2\) per volume. In a field \(E\) the force on an electron is \(F=-E\), and it supplies \(nF\). Thus
\[
nF=\frac{u}{TV}\sum Pq_x^2 .
\]
The current is \(j=-nu\), so \(\rho=E/j=F/(nu)\), which is (2). ∎

**Lemma 3 (phase space).** For \(q_0<q<2k_F\),
\[
\int\!\frac{d^3k}{(2\pi)^3}f(\varepsilon)[1-f(\varepsilon')]\delta(\varepsilon'-\varepsilon-\omega)
=\frac{m^2}{4\pi^2q}\,\omega(N_\omega+1).
\]
For \(q<q_0\) the integral vanishes at this order.

*Proof.* With \(\mu\) the cosine between \(\mathbf k\) and \(\mathbf q\), \(\varepsilon'-\varepsilon=kq\mu/m+q^2/2m+\Delta\). Integrating the delta function over \(\mu\) gives \(m/(kq)\), if its root lies in \([-1,1]\). The remaining measure is \(k^2dk/4\pi^2\), and \(k\,dk=m\,d\varepsilon\); together these give \(m^2d\varepsilon/(4\pi^2q)\).

The root exists when \(k,k',q\) can form a triangle: \(|k-k'|\le q\le k+k'\). At the Fermi surface this is \(q_0\le q\le2k_F\). The magnon energy shifts the lower edge by \(\omega/v_F\), a relative change of order \(Dq_0/v_F\), which is dropped. Writing \(q_0\) for \(k_{F\uparrow}-k_{F\downarrow}\) drops a further relative change of order \((q_0/k_F)^2\). When \(T\ll T_0\) these shifts enter an exponent, so the activated form below also requires \(T\gg T_0Dq_0/v_F\) and \(T\gg T_0(q_0/k_F)^2\).

For the energy integral, detailed balance gives
\[
f(\varepsilon)-f(\varepsilon')=f(\varepsilon)[1-f(\varepsilon')]\,(1-e^{-\omega/T}).
\]
The left side integrates to \(\omega\), and \(1/(1-e^{-\omega/T})=N_\omega+1\). ∎

## Proof of the theorem

In (2), replace \(q_x^2\) by its angular average \(q^2/3\). Two wavevector sums give \(V^2\), one factor \(V\) cancels, and \(V|M|^2=J^2S\Omega/2\). Lemma 3 then yields
\[
\rho=\frac{1}{n^2T}\int\frac{4\pi q^2dq}{(2\pi)^3}\,\frac{q^2}{3}\;
2\pi\frac{J^2S\Omega}{2}\;\frac{m^2}{4\pi^2q}\,\omega N_\omega(N_\omega+1).
\]
The constants combine as \(\dfrac{1}{2\pi^2}\cdot\dfrac13\cdot\pi\cdot\dfrac1{4\pi^2}=\dfrac1{24\pi^3}\), so
\[
\rho=\frac{m^2J^2S\Omega}{24\pi^3n^2T}\int_{q_0}^{\infty}q^3\,\omega N_\omega(N_\omega+1)\,dq . \tag{3}
\]
The upper limit has been extended to infinity because \(T\ll Dk_F^2\). From \(\omega=Dq^2\) follows \(q^3dq=\omega\,d\omega/(2D^2)\). With \(x=\omega/T\) and \(N_\omega(N_\omega+1)=e^x/(e^x-1)^2\), the integral is \(T^3I_2(x_0)/(2D^2)\), and
\[
\rho=\frac{m^2J^2S\Omega\,T^2}{48\pi^3n^2D^2}\,I_2(x_0).
\]
Integration by parts gives \(I_2(0)=2\int_0^\infty x\,dx/(e^x-1)=\pi^2/3\). Taking this factor out produces (1).

Near \(x=0\) the integrand of \(I_2\) tends to 1, so \(I_2\simeq\pi^2/3-x_0\). For large \(x_0\) it is nearly \(x^2e^{-x}\), so \(I_2\simeq(x_0^2+2x_0+2)e^{-x_0}\). The two limits are
\[
\frac{\rho}{AT^2}\simeq1-\frac{3T_0}{\pi^2T}\quad(T\gg T_0),\qquad
\frac{\rho}{AT^2}\simeq\frac{3}{\pi^2}(x_0^2+2x_0+2)e^{-x_0}\quad(T\ll T_0).\ ∎
\]

**Remark 1 (origin of the power).** Phase space supplies \(q^2\cdot q^{-1}=q\), and momentum loss supplies \(q^2\). Thermal magnons have \(q\sim\sqrt{T/D}\), so each factor \(q^2\) is worth one power of \(T\). Without the momentum-loss factor the law would be linear in \(T\), apart from a logarithm.

**Remark 2 (strength and window are linked).** Since \(mJS=k_Fq_0\) and \(q_0^2=T_0/D\),
\[
A=\frac{\Omega k_F^2T_0}{144\pi S\,n^2D^3}.
\]
At fixed \(S,\Omega,k_F\) and \(D\), a stronger quadratic term brings a proportionally higher lower edge. With these four held fixed, sending \(T_0\) to zero also removes the scattering.

**Remark 3 (magnon gap).** If \(\omega=g+Dq^2\), then \(q^3dq=(\omega-g)d\omega/(2D^2)\), and the integral starts at \(\omega=g+T_0\). In (1), \(I_2(x_0)\) becomes \(I_2(y)-(g/T)I_1(y)\), with \(y=x_0+g/T\). A gap thus adds a second low-temperature cutoff.

## When is the drift common?

Let impurities relax spin \(\sigma\) at the rate \(1/\tau_\sigma\), isotropically and elastically. The linearized Boltzmann equation then reads \(G\Phi=Fb\), where \(G\) is symmetric and non-negative, and
\[
\langle\Phi,G\Phi\rangle=\frac1{TV}\sum P(\Phi_k-\Phi_{k'})^2+\frac1V\sum_{k\sigma}\Bigl(-\frac{\partial f}{\partial\varepsilon}\Bigr)\frac{\Phi_k^2}{\tau_\sigma},
\]
\[
\langle b,\Phi\rangle=\frac1V\sum_{k\sigma}v_x\Bigl(-\frac{\partial f}{\partial\varepsilon}\Bigr)\Phi_k .
\]
The particle current is \(\langle b,\Phi\rangle=F\langle b,G^{-1}b\rangle\), so \(1/\rho=\langle b,G^{-1}b\rangle\). The Cauchy–Schwarz inequality \(\langle b,\Phi\rangle^2\le\langle\Phi,G\Phi\rangle\langle b,G^{-1}b\rangle\) gives
\[
\rho\le\frac{\langle\Phi,G\Phi\rangle}{\langle b,\Phi\rangle^2}, \tag{4}
\]
with equality for the true solution. For \(\Phi=k_x\), integration by parts gives \(\langle b,k_x\rangle=n\), and the magnon part of (4) is (2).

**Impurities dominant, equal lifetimes.** Impurities alone give \(\Phi=\tau Fk_x/m\), a common drift, and \(\rho_0=m/(n\tau)\). Because (4) is stationary at its minimum, adding weak magnon scattering changes \(\rho\) to first order by the magnon part evaluated with this \(\Phi\). That change is (1).

**Proposition 1 (no impurities).** Allowing each spin its own drift changes the factor in (1) to \((3/\pi^2)[I_2-x_0I_1]\). The limit \(AT^2\) for \(T\gg T_0\) is unchanged.

*Proof.* Take \(\Phi_\uparrow=(1-\eta)k_x\) and \(\Phi_\downarrow=(1+\eta)k_x\). After angular averaging, \(q^2\) in (3) is replaced by
\[
|(1-\eta)\mathbf k-(1+\eta)\mathbf k'|^2=|\mathbf q+\eta(\mathbf k+\mathbf k')|^2 .
\]
Here \(\mathbf q\cdot(\mathbf k+\mathbf k')=k'^2-k^2=2m(\omega-\Delta)\simeq-2m\Delta\), since the \(\omega\) term enters the weight as \(4\eta m\omega\), which for \(\eta\) of order \(q_0/k_F\) is smaller than \(q^2\) by a factor of order \(Dq_0/v_F\). Also \(|\mathbf k+\mathbf k'|^2\simeq4k_F^2\). The weight is \(q^2-4\eta m\Delta+4\eta^2k_F^2\). It is least at \(\eta=m\Delta/2k_F^2=q_0/2k_F\), where it equals \(q^2-q_0^2\). The current changes by a relative amount of order \((q_0/k_F)^2\).

The subtracted term contains \(\int q\,\omega N_\omega(N_\omega+1)dq=T^2I_1/(2D)\). Multiplied by \(q_0^2\), this is \(x_0I_1\) in units of \(T^3/(2D^2)\). By parts,
\[
I_1(x_0)=\frac{x_0}{e^{x_0}-1}-\ln(1-e^{-x_0})\simeq1+\ln\frac1{x_0},
\]
so \(x_0I_1\to0\) as \(x_0\to0\). ∎

This two-drift form gives an upper bound through (4). Forward spin flips exchange electrons between states faster than they remove momentum, by a factor of order \(k_F^2/q^2\), which suggests that the drift hardly varies with energy. The numerical solution quoted below, free to vary at every energy and spin, supports this.

**Proposition 2 (impurities dominant, unequal lifetimes).** Let \(\delta=(\tau_\uparrow-\tau_\downarrow)/(\tau_\uparrow+\tau_\downarrow)\). Averaged over the two signs of \(\delta\), and to leading order in \(q_0/k_F\) and \(T/(Dk_F^2)\),
\[
\rho-\rho_0=AT^2\,\frac3{\pi^2}\Bigl[I_2+4\delta^2\frac{Dk_F^2}{T}I_1\Bigr]. \tag{5}
\]

*Proof.* Impurities now impose drifts proportional to \(1\pm\delta\). Replacing \(\eta\) by \(-\delta\) in the previous proof gives the weight \(q^2+4\delta m\Delta+4\delta^2k_F^2\). The middle term is odd in \(\delta\) and cancels in the average. The last is constant in \(q\) and brings \(I_1\), as above. ∎

The new term varies as \(T[1+\ln(T/T_0)]\) for \(T\gg T_0\). Here a spin flip moves an electron between two populations with different drifts, so it degrades the current even when \(q\) is tiny. A quadratic law therefore needs nearly equal drifts, not just small-\(q\) transitions.

A real line has one sign of \(\delta\), and the odd term then stays. Since \(m\Delta=k_Fq_0\), the weight is \(q^2-q_0^2+(q_0+2\delta k_F)^2\), so for small \(|\delta|\) the bracket in (5) becomes \(I_2-x_0I_1+(1+2\delta k_F/q_0)^2x_0I_1\). The threshold factor of (1) thus needs lifetimes equal to well within \(q_0/2k_F\). Impurities whose rate follows the density of states, \(1/\tau_\sigma\propto k_{F\sigma}\), give \(\delta=-q_0/2k_F\) and return the factor of Proposition 1.

**Proposition 3 (magnon drag).** Let a line of width \(w\) relax magnons at the rate \(2Dq/w\), their speed divided by the width, with no other relaxation except by electrons. Under a common electron drift, the magnon resistivity (1) is multiplied by \(1/(1+r)\), with
\[
r=\frac{J^2S\Omega m^2w}{8\pi}.
\]

*Proof.* Give the magnons a drift \(\Phi_q=uc_qq_x\), meaning an occupation change \(N_q(N_q+1)\Phi_q/T\). The net rate of Lemma 2 becomes \(P(\Phi_k+\Phi_q-\Phi_{k'})/T=-Pu(1-c_q)q_x/T\). Electrons thus relax a magnon towards their own drift at the rate
\[
\gamma_e=\frac{\sum_kP}{N_q(N_q+1)}=2\pi\frac{J^2S\Omega}{2}\frac{m^2\omega}{4\pi^2q}=\frac{J^2S\Omega m^2\omega}{4\pi q}.
\]
In the steady state \(\gamma_e(1-c_q)=(2Dq/w)c_q\), so \(1-c_q=1/(1+r)\) with \(r=\gamma_ew/(2Dq)\). Inserting \(\omega=Dq^2\) removes \(q\), and the common factor leaves the integral (3). ∎

## A cold ferromagnetic line

Consider a transition-metal interconnect line at 20 K. The round values below are rough ones for this class, not data for one element: \(k_F=1.3\) Å⁻¹, \(m=1\), \(J=0.2\) eV, \(S=1\), \(\Omega=11\) Å³, \(D=0.4\) eV Å², \(w=200\) Å and \(\rho_0=5\) µΩ cm. They give \(n=0.0742\) Å⁻³ and \(\varepsilon_F=6.44\) eV.

Since \(m/k_F=k_F/(2\varepsilon_F)\), the threshold wavevector is
\[
q_0=\frac{1.3\times0.2}{2\times6.44}=0.0202\ \text{Å}^{-1},
\]
and \(T_0=0.4\times0.0202^2=1.63\times10^{-4}\) eV, or 1.9 K. The thermal energy is \(1.723\times10^{-3}\) eV, so \(x_0=0.095\). The upper scale \(Dk_F^2=0.68\) eV is far away.

With \(mJS=k_Fq_0\), the law gives
\[
AT^2=\frac{(1.3\times0.0202)^2\times11}{144\pi\times0.0742^2}\Bigl(\frac{0.001723}{0.4}\Bigr)^2
\simeq5.6\times10^{-8}\ \text{Å}
\]
in units of \(\hbar/e^2\). This is \(1.07\times10^{-7}\) atomic units, or \(2.3\times10^{-6}\) µΩ cm. The coefficient is \(A=5.8\times10^{-9}\) µΩ cm/K².

The threshold factor is \((3/\pi^2)\times3.195=0.971\). A quadrature over initial and final energies with exact kinematics gives \(2.25\times10^{-6}\) µΩ cm, in agreement. The same quadrature has a local exponent of 2.004 between 100 and 200 K; the excess over 2 is what \(1-3T_0/(\pi^2T)\) predicts. At \(T=T_0/10\) it gives 0.0017 of the quadratic law, as the activated form does.

A numerical solution of the Boltzmann equation at 20 K, with no drift assumed, gives 0.876 of \(AT^2\) without impurities. Proposition 1 predicts \(0.304\,(3.195-0.0946\times3.358)=0.875\). With \(\rho_0=5\) µΩ cm and equal lifetimes the solution returns the threshold result. With \(\delta=\pm1/3\) at the same mean lifetime, the averaged excess is \(4.1\times10^{-4}\) µΩ cm, 184 times larger. The sign-averaged mixing term already equals the quadratic one at \(|\delta|\simeq0.025\). For a single sign the excess there is 2.6 (\(\delta>0\)) or 1.4 (\(\delta<0\)) times the equal-lifetime value. At \(\delta=-q_0/2k_F\simeq-0.008\) the factor is about 0.875 instead of 0.971.

Drag is modest in this line: \(r=0.060\), and the solved reduction factor is 0.943. At \(w=4000\) Å, with \(\rho_0\) held fixed, \(r=1.2\) and the factor is 0.453. A magnon gap of \(5\times10^{-5}\) eV would lower the 20 K value by about 4%.

Other contributions are much larger. A Bloch–Grüneisen estimate, scaled to a rough 6 µΩ cm at 300 K with a Debye temperature of 400 K, gives \(1.4\times10^{-3}\) µΩ cm at 20 K. At 77 K it gives 0.51 µΩ cm, against \(3.4\times10^{-5}\) µΩ cm from magnons. With these inputs the magnon term overtakes the phonon estimate only below about 2 K, at the lower edge, so it does not lead anywhere in the quadratic window. The electron-electron scale \(mT^2/(n\varepsilon_F)\), an order of magnitude and not a calculated resistivity, is \(3.4\times10^{-5}\) µΩ cm at 20 K. It is also quadratic, so a measured \(T^2\) term does not by itself identify magnons.

Measured quadratic coefficients of 3d ferromagnets are roughly \(10^{-5}\) µΩ cm/K², more than a thousand times the model's \(A\). The model therefore does not account for them. Real metals break its assumption of a single light band with equal lifetimes. Unequal lifetimes can enlarge the magnon term, by the factor of 184 found above at 20 K, though not with a \(T^2\) form. Raising \(m\) fivefold at fixed \(k_F,J\) and \(D\) multiplies \(A\) by 25, but it also raises \(T_0\) to about 47 K, so the quadratic window no longer includes 20 K.

Three scales limit the accuracy for this line. The impurity mean free path is 144 Å, which makes \(q_0\) times that path only 2.9, so the threshold should be blurred by an amount not calculated here. That path is also close to the 200 Å width. If the surfaces scatter electrons diffusely, the drift depends on direction and assumption 3 holds only approximately. The thermal magnon wavevector is 0.066 Å⁻¹, a wavelength of about 96 Å. That is not very small beside the 200 Å width, so the bulk magnon integral is itself approximate. At the threshold the wavelength \(2\pi/q_0\) is about 310 Å, longer than the width. Finally, \(\omega_q=Dq^2\) leaves out the magnetic dipole interaction between the spins. Its energy scale here is about \(2.5\times10^{-4}\) eV, small beside the thermal energy at 20 K but larger than \(T_0\). The lower edge at 1.9 K therefore belongs to the bulk model and is not a prediction for this line. For these parameters the intrinsic magnon term is negligible beside the residual resistivity. The remaining values are in the numerical output.

## Computed results

```
Input mean Fermi wavevector: 1.3 1/angstrom
Input band mass: 1 electron masses
Input exchange J: 0.2 eV
Input local spin S: 1
Input volume per local spin: 11 angstrom^3
Input spin stiffness D: 0.4 eV angstrom^2
Input temperature: 20 K
Input line width: 200 angstrom
Input residual resistivity: 5 microohm cm
Input magnon gap for estimate: 5e-05 eV
Input lifetime asymmetry delta: 0.3333
Input phonon resistivity at 300 K: 6 microohm cm
Input Debye temperature: 400 K
Electron density: 0.0742 1/angstrom^3
Fermi energy: 6.439 eV
Exchange splitting: 0.2 eV
Smallest spin-flip wavevector q0: 0.02019 1/angstrom
Threshold energy D q0^2: 0.0001631 eV
Threshold temperature: 1.892 K
Upper scale D kF^2: 0.676 eV
Thermal energy at 20 K: 0.001723 eV
Thermal magnon wavevector at 20 K: 0.06564 1/angstrom
x0 = threshold/thermal energy at 20 K: 0.09461
Integral I1(x0): 3.358
Integral I2(x0): 3.195
Coefficient A: 5.801e-09 microohm cm/K^2
Pure T^2 law at 20 K: 2.32e-06 microohm cm
Pure T^2 law at 20 K, converted: 1.067e-07 atomic units
Threshold factor at 20 K: 0.9712
Direct quadrature at 20 K: 2.253e-06 microohm cm
Direct quadrature at 77 K: 3.413e-05 microohm cm
Direct quadrature at 100 K: 5.767e-05 microohm cm
Direct quadrature at 200 K: 0.0002313 microohm cm
Local exponent, 100 to 200 K: 2.004
Direct/T^2 law at threshold/10: 0.0017
Boltzmann, no impurities, 20 K: 2.032e-06 microohm cm
Clean-limit factor relative to T^2 law: 0.8758
Boltzmann excess, equal lifetimes: 2.252e-06 microohm cm
Boltzmann excess, delta = +-1/3 mean: 0.0004135 microohm cm
Unequal/equal lifetime excess: 183.6
delta at which mixing equals T^2 term: 0.0246
Drag ratio r, 200 angstrom line: 0.0603
Solved drag factor, 200 angstrom line: 0.9431
Drag ratio r, 4000 angstrom line: 1.206
Solved drag factor, 4000 angstrom line: 0.4534
Magnon-gap factor at 20 K: 0.9629
Phonon estimate at 20 K: 0.00137 microohm cm
Phonon estimate at 77 K: 0.507 microohm cm
Electron-electron scale at 20 K: 3.35e-05 microohm cm
Impurity mean free path: 144 angstrom
Thermal wavevector x mean free path: 9.45
q0 x mean free path: 2.91
```
